The 45-degree limit for a climbing image with a fixed tangent

In many reactions the atoms pass from one energy minimum to another over a saddle point, and the height of that saddle strongly affects the rate. One way to find it is to string a band of images of the molecule between the two minima and to drive the highest image uphill along the band and downhill in all other directions. The uphill direction is taken from the band's tangent, which is built from the neighbouring images and need not agree with the direction in which the saddle really falls away. How large may the disagreement be before the climbing image no longer finds the saddle?

For two coordinates and a quadratic surface the question has a sharp answer. Let r = (x, y) be the displacement from the saddle, with axes along the two normal modes, and let

V = V₀ − ½ a x² + ½ b y², a > 0, b > 0.

The x axis is the unstable mode. The gradient is g = (−a x, b y). The tangent is a fixed unit vector t = (cos θ, sin θ). Reversing t or mirroring the y axis changes nothing of substance, so θ can be taken as the acute angle between two lines, from 0° to 90°.

The climbing image feels no spring force. It feels the true force −g with its component along t reversed:

F = −g + 2(g·t) t.

Indeed F·t = −g·t + 2 g·t = +g·t, which is uphill along the tangent, while the component perpendicular to t remains that of −g. In the simplest continuous search the image moves with velocity F, the mobility being set to one:

dr/ds = F.

The flow time s then has the unit bohr²/Ha when lengths are in bohr and energies in hartree. It labels progress of the search and is not physical time.

The claim is that every start leads to the saddle if θ < 45°, that every start other than the saddle itself runs away if θ > 45°, and that at θ = 45° the image circles the saddle for ever. "Within 45 degrees" therefore has to be read strictly.

Write C = cos 2θ and S = sin 2θ. The reversal of a component along t is the reflection R_t = I − 2 t tᵀ, and F = −R_t g. Since 2cos²θ − 1 = C, 2 sin θ cos θ = S and 2sin²θ − 1 = −C, the two components of the force are

F_x = C g_x + S g_y,
F_y = S g_x − C g_y.

Inserting g_x = −a x and g_y = b y gives the equations of motion

dx/ds = −a C x + b S y,
dy/ds = −a S x − b C y.

For a perfect tangent, C = 1 and S = 0, and both displacements decay, x at the rate a and y at the rate b. The reflection has turned the saddle into a bowl. This suggests measuring progress by the height in that bowl, apart from a factor ½:

L = a x² + b y².

L is positive everywhere except at the saddle. Along the flow,

dL/ds = 2a x (dx/ds) + 2b y (dy/ds)
= −2a² C x² + 2ab S xy − 2ab S xy − 2b² C y².

The cross terms cancel whatever the two curvatures are, and a²x² + b²y² is |g|², so

dL/ds = −2 cos 2θ |g|².

The geometry behind the cancellation is simple. The ideal force is −R_e g, where R_e reflects in the true unstable mode e. The actual force is −R_t g. Both have the length |g|, and because two reflections whose axes differ by θ combine into a rotation by 2θ, the actual force is turned from the ideal one by 2θ. It keeps a component down the bowl as long as 2θ is less than 90°.

A negative derivative alone does not yet prove that L reaches zero. Let m be the smaller and M the larger of a and b. Since |g|² = a(a x²) + b(b y²),

m L ≤ |g|² ≤ M L.

For C > 0 this gives dL/ds ≤ −2C m L, so the derivative of L exp(2C m s) is not positive. The other inequality works in the same way, and together they give

L(0) exp(−2C M s) ≤ L(s) ≤ L(0) exp(−2C m s).

The distance obeys |r|² ≤ L/m, so it goes to zero for every start. For C < 0 the same argument gives L(s) ≥ L(0) exp(2|C| m s), and because |r|² ≥ L/M, the distance grows without limit for every start with L(0) > 0. For C = 0 the equations reduce to dx/ds = b y and dy/ds = −a x. L is constant, the orbit is the ellipse a x² + b y² = L(0), and a second differentiation gives d²x/ds² = −ab x, an oscillation with period 2π/√(ab). Along this orbit the distance never falls below √(L(0)/M), so it does not tend to zero, which completes the proof in both directions.

The angle must be measured in the coordinates whose plain gradient drives the flow. If the axes are rescaled to X = p x and Y = q y, with p, q > 0, the same tangent line has the slope tan θ′ = (q/p) tan θ. An optimizer that follows the gradient in these scaled coordinates applies the 45° limit to θ′. Mass-weighting scales the atomic coordinates instead, which need not lie along the modes. The unstable mode can then turn as well, and the angle has to be found anew from the Hessian in the new coordinates. A tangent may pass in one set of coordinates and fail in another.

The limit does not depend on the curvatures, but the speed of convergence does. The matrix 𝐌 of the equations of motion has

trace = −(a + b) C, determinant = ab C² + ab S² = ab.

With P = ½(a + b) C, its eigenvalues solve λ² + 2Pλ + ab = 0:

λ = −P ± √(P² − ab).

Their product is ab at every angle, so misalignment cannot reduce both decay rates at once while they are real. It lowers their sum, and the slower rate must then rise. Explicitly, for P ≥ √(ab) the slower rate is

κ = P − √(P² − ab) = ab / [P + √(P² − ab)],

which increases as P falls. It starts from m at θ = 0 and reaches √(ab) when P = √(ab), that is, when cos 2θ = 2√(ab)/(a + b). With tan²θ = (1 − cos 2θ)/(1 + cos 2θ) this critical angle is

tan θ_c = |√b − √a| / (√b + √a).

Beyond θ_c the eigenvalues are complex, the image spirals, and both modes decay at the rate P, which falls to zero at 45°. The best asymptotic rate is thus √(ab), at θ_c. If a = b, then θ_c = 0 and misalignment brings no gain.

Take round model parameters, a = 0.02 Ha/bohr² and b = 0.18 Ha/bohr², which stand for no particular molecule. Then √b is three times √a, tan θ_c = (3 − 1)/(3 + 1) = ½, and θ_c = 26.57°. The slowest rate rises from 0.02 Ha/bohr² at perfect alignment to √0.0036 = 0.06 Ha/bohr² at θ_c. At 40°, cos 80° = 0.1736 and P = 0.1 × 0.1736 = 0.01736 Ha/bohr², with an angular frequency √(0.0036 − 0.01736²) = 0.0574 Ha/bohr².

Asymptotic rates leave out the early motion. Let N = 𝐌 + P I. It has zero trace and eigenvalues ±√(P² − ab), so its square is (P² − ab) I. In the spiral regime, with ω = √(ab − P²), the exponential series therefore sums to

exp(𝐌s) = exp(−P s) [ I cos ωs + N (sin ωs)/ω ],

and at θ_c, where ω → 0, to exp(−P s)(I + s N). The bracket can lengthen a displacement before the exponential wins.

A fair measure is the time after which every start has come closer by a factor of 1000, found here in steps of 0.5 bohr²/Ha. At 0° it is 345.5 bohr²/Ha, in agreement with ln 1000/0.02 = 345.4. At θ_c it is 170.5 bohr²/Ha. The exponential alone would give 6.908/0.06 = 115; the rest is the price of the factor sN. At 40° it is 463 bohr²/Ha, where the exponential alone would give 398. There the element (b S/ω) sin ωs of the bracket carries a displacement along y into one along x. Its amplitude is 0.18 × 0.985/0.0574 = 3.1, and this is nearly reached at s = 463 bohr²/Ha, where ωs = 26.6 happens to lie close to 8.5π. Working off a factor of 3.1 at the rate 0.01736 Ha/bohr² takes another 65 bohr²/Ha. In this example a tangent that is wrong by 27° halves the time needed by a perfect one, and a tangent wrong by 40° still converges but takes a third longer than the perfect one. These angles are imposed by hand; which angles a band can actually supply on such a surface is taken up below.

An actual search takes finite steps, r → r + hF. Each eigenmode is then multiplied by 1 + hλ per step, and

|1 + hλ|² = 1 + 2h Re λ + h²|λ|².

This is below one when h < 2|Re λ|/|λ|², given Re λ < 0, and the smaller of the two limits counts. For real eigenvalues it is 2 divided by the faster rate: 2/0.18 = 11.1 bohr²/Ha at 0°, and 2/0.06 = 33.3 bohr²/Ha at θ_c. In the spiral regime |λ|² = ab, and the limit becomes

h < 2P/(ab) = cos 2θ (1/a + 1/b),

which gives 0.1736 × (50 + 5.56) = 9.65 bohr²/Ha at 40°. At these three angles, 3000 steps at 0.98 of the limit shrank the distance by more than a factor of 100, and 3000 steps at 1.02 of it enlarged the distance by more than that factor.

The step limit closes to zero at 45°, so a search that uses a fixed step fails before the tangent reaches 45°. A step that is stable at perfect alignment fails where cos 2θ = h ab/(a + b). With 0.9 of the aligned limit this is 39.8° in the example, but only 12.9° when a = b, where the condition reads cos 2θ = 0.9. At 45° itself λ = ±i√(ab), and |1 + hλ|² = 1 + h²ab exceeds one for every step length. With h = 1 bohr²/Ha, 3000 steps should stretch the ellipse by 1.0036¹⁵⁰⁰ ≈ 219. From the start x = 0.05 bohr, y = 0.02 bohr, the distance was found to grow by a factor of 314. The difference comes from the position on the ellipse: its long half-axis is 1.45 times the starting distance, so a factor of up to 318 is possible.

The continuous flow from this start shows the three verdicts. Here

L(0) = 0.02 × 0.05² + 0.18 × 0.02² = 1.22 × 10⁻⁴ Ha,

and the distance is 0.0539 bohr. After s = 200 bohr²/Ha the distance is 0.0016 bohr at 40° and 0.92 bohr at 50°. At 45° it is 0.028 bohr, which might look like progress. But L has not changed, and the image is merely near the short half-axis √(L(0)/b) = 0.026 bohr of its ellipse. It returns to its start every 2π/0.06 = 104.7 bohr²/Ha. A smaller distance at one moment is therefore no sign of convergence. In this model L gives the clear verdict, but it can be computed only because the saddle and its curvatures are known beforehand.

Real energy surfaces are not quadratic. Let the gradient be Hr + n, where Hr = (−a x, b y) is the harmonic part and n the rest. The gradient of L is 2R_e Hr, and the force is −R_t(Hr + n), so

dL/ds = −2C |Hr|² − 2 (R_e Hr)·(R_t n).

Reflections preserve length, so the last term is at most 2|Hr||n| in size. Suppose that |n| ≤ ρ|Hr| throughout the ellipse L ≤ L₀, with ρ < |C|. If C > 0, then

dL/ds ≤ −2(C − ρ)|Hr|² ≤ −2(C − ρ) m L,

and every start in the ellipse converges. If C < 0, L grows at least at the relative rate 2(|C| − ρ)m, and every start other than the saddle leaves the ellipse. Closer to the saddle ρ tends to zero, since n is of second order in r, so the local limit is still 45°. At 45° itself the quadratic model no longer decides: higher terms may draw the image in, drive it out or leave its orbits closed.

To size this effect, add a x⁴/(4w²) + k x²y to the model, with w = 1 bohr and k = 0.02 Ha/bohr³. The first term closes the surface into a double well, and the second bends its valley. For given x the energy is lowest at y = −k x²/b, where it equals V₀ − ½ a x² + q x⁴ with

q = a/(4w²) − k²/(2b) = 0.00500 − 0.00111 = 0.00389 Ha/bohr⁴.

The minimum lies a²/(16q) = 0.0064 Ha below the saddle, and this is the barrier. The extra gradient is

n = (a x³/w² + 2k xy, k x²).

On a grid of points filling the ellipse through the start used above, the largest ratio |n|/|Hr| is 0.078. It is matched by the tip of the long axis, x = 0.0781 bohr and y = 0, where |n| is nearly k x² = 1.22 × 10⁻⁴ Ha/bohr and |Hr| = a x = 1.56 × 10⁻³ Ha/bohr. At 40° and 50° the allowed ratio is |cos 2θ| = 0.174, so the verdict of the quadratic model stands with a margin of about two. The condition cos 2θ = 0.078 is met at 42.8°. Between that angle and its mirror value of 47.2° this estimate does not decide the fate of every start in the ellipse.

The paths agree. On the double well at 40° the image comes within 1.5 × 10⁻⁶ bohr of the saddle by s = 600 bohr²/Ha. At 50°, started at one tenth of the former displacement, it leaves the ellipse at s = 143 bohr²/Ha. The mean linear growth would need ln 100/(2 × 0.01736) = 133 bohr²/Ha to raise L a hundredfold. The gap comes from the starting position, not from the anharmonic terms: on the quadratic surface the same start leaves at 144.5 bohr²/Ha, and starts elsewhere on the small ellipse leave between about 123 and 145 bohr²/Ha.

The other idealization is the fixed tangent. Suppose that the neighbouring images are held still and that t varies smoothly with the position of the climbing image. Then t differs from its value at the saddle by an amount of first order in r. In F this change multiplies g, which is itself of first order, so the correction is of second order and the local limit is unchanged, with θ taken at the saddle. If the neighbours move as well, the tangent has a motion of its own. Optimizers with momentum also follow a different equation. The theorem covers neither.

The neighbours also restrict the angle. Let the climbing image sit at the saddle, with its two neighbours below V₀ on opposite sides. On the quadratic surface V < V₀ means |y/x| < √(a/b). The usual tangents are positive combinations of the two steps along the band, both of which point into this cone, so tan θ < √(a/b). For the example this is 18.4°. On the double well the largest slope obeys (b/2 − k²w²/a)(y/x)² = a/2, which gives 20.7°. The angles of 27°, 40° and 50° used above illustrate the theorem, but a band whose highest image is the climber cannot produce them at the saddle of these two surfaces. In the quadratic region 45° can be passed only if a > b, that is, when the stable mode is softer than the unstable one; for a = 0.18 and b = 0.02 Ha/bohr² the cone opens to 71.6°. The bound does not apply when a neighbour lies above the saddle or when the surface is far from quadratic over the spacing of the images.

A molecule has many more than two coordinates, and there one half of the theorem survives. With overall translations and rotations removed, let H have one negative eigenvalue, with mode e, and otherwise positive ones, and let L = rᵀ|H|r, where |H| has the same modes and the absolute values of the eigenvalues. As before, dL/ds = −2 (R_e g)·(R_t g). The product of the two reflections rotates by 2θ in the plane of e and t and leaves all perpendicular directions alone. With g split into a part g₁ in this plane and a part g₂ perpendicular to it,

dL/ds = −2 ( cos 2θ |g₁|² + |g₂|² ).

An angle below 45° is therefore still sufficient. It need not be necessary, because g₂ supplies damping of its own, and when the stable curvatures differ the motion can feed displacement from the plane into it. If t lies in the plane of e and a single stable mode, that plane moves independently of the rest, and 45° is again the exact limit.

A case in three dimensions shows that the limit can be passed. Take curvatures −0.02, 0.02 and 0.40 Ha/bohr², and squared tangent components 0.4, 0.3 and 0.3. The angle to the unstable mode is arccos √0.4 = 50.8°. The eigenvalues of −R_t H solve λ³ + c₁λ² + c₂λ + c₃ = 0, where c₁ is the trace of R_t H, c₃ its determinant, and c₂ = c₃ times the trace of its inverse, H⁻¹R_t. The diagonal elements of R_t are 0.2, 0.4 and 0.4, and its determinant is −1. In units built from Ha/bohr²,

c₁ = −0.02 × 0.2 + 0.02 × 0.4 + 0.40 × 0.4 = 0.164,
c₃ = 0.02 × 0.02 × 0.40 = 1.6 × 10⁻⁴,
c₂ = c₃ (−0.2/0.02 + 0.4/0.02 + 0.4/0.40) = 11 c₃ = 1.76 × 10⁻³.

A real cubic has a real root −p and two further roots with sum −u and product v. Comparing coefficients gives c₁ = p + u, c₂ = v + pu and c₃ = pv, hence

c₁c₂ − c₃ = u (v + p c₁).

All coefficients are positive, so no root is real and non-negative; this makes p > 0, and then v = c₃/p > 0. The sign of u is that of c₁c₂ − c₃ = 2.89 × 10⁻⁴ − 1.6 × 10⁻⁴, which is positive. All three roots have negative real parts, the largest being −0.0024 Ha/bohr², and the image converges with a tangent 51° away from the unstable mode.

For a search in many dimensions that takes plain steps along the image force while the neighbouring images are held still, 45° is thus a safe bound near the saddle for small enough steps, and a tangent beyond it may or may not fail. In two dimensions it is the exact dividing line for the continuous flow near the saddle, and finite steps move the failure to a smaller angle, by a few degrees for short steps and by far more for long steps when the two curvatures are similar.

Table of computed values

```
downhill curvature a = 0.02 Ha/bohr^2
uphill curvature b = 0.18 Ha/bohr^2
start x = 0.05 bohr, y = 0.02 bohr
random saddles tested = 300, converging = 151
angle of fastest decay theta_c = 26.57 deg
same angle from scan = 26.57 deg
best slowest rate sqrt(ab) = 0.0600 Ha/bohr^2
theta = 0.00 deg:
  Re eigenvalues = -0.02000, -0.18000 Ha/bohr^2
  |Im eigenvalue| = 0.00000 Ha/bohr^2
  time for 1000-fold approach = 345.5 bohr^2/Ha
  largest stable step = 11.11 bohr^2/Ha
theta = 26.57 deg:
  Re eigenvalues = -0.06000, -0.06000 Ha/bohr^2
  |Im eigenvalue| = 0.00000 Ha/bohr^2
  time for 1000-fold approach = 170.5 bohr^2/Ha
  largest stable step = 33.33 bohr^2/Ha
theta = 40.00 deg:
  Re eigenvalues = -0.01736, -0.01736 Ha/bohr^2
  |Im eigenvalue| = 0.05743 Ha/bohr^2
  time for 1000-fold approach = 463.0 bohr^2/Ha
  largest stable step = 9.65 bohr^2/Ha
orbit period at 45 deg = 104.72 bohr^2/Ha
45 deg, 3000 steps of 1 bohr^2/Ha: distance ratio = 314.3
start distance = 0.05385 bohr
start L = 1.220e-04 Ha
40 deg, s = 200 bohr^2/Ha: distance = 0.00157 bohr, L/L0 = 0.00145
45 deg, s = 200 bohr^2/Ha: distance = 0.02769 bohr, L/L0 = 1.00000
50 deg, s = 200 bohr^2/Ha: distance = 0.92282 bohr, L/L0 = 700.19971
double well: width = 1.0 bohr, bend = 0.02 Ha/bohr^3
double-well barrier = 0.00643 Ha
largest anharmonic/harmonic gradient ratio = 0.0783
allowed ratio |cos 2theta| at 40 and 50 deg = 0.1736
double well, 40 deg, s = 600 bohr^2/Ha: distance = 1.50e-06 bohr
double well, 50 deg, start/10: leaves L = L0 at s = 143.3 bohr^2/Ha
3D curvatures = -0.02, 0.02, 0.40 Ha/bohr^2
3D squared tangent components = 0.4, 0.3, 0.3
3D tangent angle = 50.77 deg
3D largest Re eigenvalue = -0.002371 Ha/bohr^2
```
